# Zeeman Crossing and Selective Quenching in the Hydrogen 2S State: a numerical check

```python
"""
Result under test: in hydrogen n=2 the level beta (2S1/2, m=-1/2) crosses
e (2P1/2, m=+1/2) where x = muB*B/h solves
    2 x^2 + (4 D/3 - 3 L) x - L (D - L) = 0,
and a PERPENDICULAR electric field there quenches beta but hardly alpha.
L: given 2S1/2-2P1/2 splitting; D: 2P3/2-2P1/2 splitting (both MHz).
alpha: 2S1/2, m=+1/2; f: 2P1/2, m=-1/2; gamma: 2P decay rate (1/s).
Independent side: Hamiltonian in Cartesian orbitals s,px,py,pz times spin,
diagonalized or propagated. Energies are frequencies in MHz, zero at 2P1/2.
Magnetic fields are in gauss, electric fields in V/m.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

# ---------- inputs and radial integrals ----------
L = 1060.0
speed = 8000.0
path = 0.05
alpha_fs = sc.fine_structure
a0 = sc.value('Bohr radius')
hartree = sc.value('Hartree energy')
muB = sc.value('Bohr magneton in Hz/T') * 1e-10       # MHz per gauss


def R10(r):
    return 2 * np.exp(-r)


def R20(r):
    return (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)


def R21(r):
    return r * np.exp(-r / 2) / np.sqrt(24)


dip = quad(lambda r: R20(r) * R21(r) * r**3, 0, 80)[0] / np.sqrt(3)
inv_r3 = quad(lambda r: np.exp(-r) * r / 24, 0, 80)[0]
dip_1s2p = quad(lambda r: R10(r) * R21(r) * r**3, 0, 80)[0] / np.sqrt(3)
assert abs(abs(dip) - 3) < 1e-7
assert abs(inv_r3 - 1 / 24) < 1e-8

zeta = alpha_fs**2 * hartree / sc.h * inv_r3 / 2 * 1e-6
D = alpha_fs**2 * hartree / (32 * sc.h) * 1e-6
omega = 3 * hartree / (8 * sc.hbar)
gamma = 4 * alpha_fs * omega**3 * (dip_1s2p * a0)**2 / (3 * sc.c**2)
gamma_closed = (2 / 3)**8 * alpha_fs**3 * hartree / sc.hbar
assert abs(gamma / gamma_closed - 1) < 1e-6
width = gamma / (2 * np.pi) * 1e-6                    # MHz

# ---------- operators ----------
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
Lorb = [np.zeros((4, 4), complex) for _ in range(3)]
Xpos = [np.zeros((4, 4)) for _ in range(3)]
for k in range(3):
    Lorb[k][1:, 1:] = -1j * eps[k]
    Xpos[k][0, k + 1] = Xpos[k][k + 1, 0] = dip
S = [np.array([[0, 1], [1, 0]], complex) / 2,
     np.array([[0, -1j], [1j, 0]]) / 2,
     np.array([[1, 0], [0, -1]], complex) / 2]
Ps, Pp = np.diag([1., 0, 0, 0]), np.diag([0., 1, 1, 1])
I2, I4 = np.eye(2), np.eye(4)
ea0_h = sc.e * a0 / sc.h * 1e-6                       # MHz per (V/m)


def ham(B, E=(0, 0, 0), decay=0.0, gs=2.0):
    H = L * np.kron(Ps, I2) + (zeta - 0.5j * decay) * np.kron(Pp, I2)
    H = H + zeta * sum(np.kron(Lorb[k], S[k]) for k in range(3))
    H = H + muB * B * (np.kron(Lorb[2], I2) + gs * np.kron(I4, S[2]))
    return H + ea0_h * sum(E[k] * np.kron(Xpos[k], I2) for k in range(3))


def decay_rate(H, index):
    """Population decay rate (1/s) of the eigenstate most like a basis state."""
    val, vec = np.linalg.eig(H)
    return -4e6 * np.pi * val[np.argmax(abs(vec[index]))].imag


def p_levels(B, gs=2.0):
    return np.linalg.eigvalsh(ham(B, gs=gs)[2:, 2:])


def crossing(level, lo, hi, gs=2.0):
    return brentq(lambda B: ham(B, gs=gs)[1, 1].real
                  - p_levels(B, gs)[level], lo, hi)


ALPHA, BETA = 0, 1

# ---------- crossing fields ----------
zero = p_levels(0)
assert np.allclose(zero, [0, 0, D, D, D, D], atol=1e-3)
slope_low = (p_levels(1.0)[1] - zero[1]) / muB
assert abs(slope_low - 1 / 3) < 1e-3
B_lin = 0.75 * L / muB
b = 4 * D / 3 - 3 * L
x_e = (-b + np.sqrt(b**2 + 8 * L * (D - L))) / 4
B_e = x_e / muB
B_f = L * (D - L) / (2 * D / 3 - L) / muB
assert abs(B_e - crossing(1, 300, 900)) < 1e-3
assert abs(B_f - crossing(0, 900, 1600)) < 1e-3
B_gs = crossing(1, 300, 900, -sc.value('electron g factor'))
L_saved = L
L = L_saved + 1
B_plus = crossing(1, 300, 900)
L = L_saved
sensitivity = B_plus - B_e
gaps = np.array([ham(B)[0, 0].real - p_levels(B)[1]
                 for B in np.linspace(0, 2000, 81)])
assert np.all(np.diff(gaps) > 0) and abs(gaps[0] - L) < 1e-3

# ---------- composition of level e ----------
R = np.sqrt(D**2 + 2 * D * x_e / 3 + x_e**2)
E_e = (D + x_e - R) / 2
w = 0.5 + (D / 3 + x_e) / (2 * R)
e_vec = np.linalg.eigh(ham(B_e)[2:, 2:])[1][:, 1]
pplus_down = np.kron(np.array([-1, -1j, 0]) / np.sqrt(2), [0, 1])
assert abs(abs(np.vdot(pplus_down, e_vec))**2 - w) < 1e-6
assert abs(E_e - p_levels(B_e)[1]) < 1e-3

# ---------- quenching without nuclear spin ----------
E_mot = speed * B_e * 1e-4
perp, para = (E_mot, 0, 0), (0, 0, E_mot)
field = sc.e * a0 * E_mot / sc.hbar
V = np.sqrt(3) * field
V_w = np.sqrt(4.5 * w) * field


def two_state_rate(coupling, detuning):
    d = detuning - 0.5j * gamma
    return -2 * (d / 2 * (1 - np.sqrt(1 + 4 * coupling**2 / d**2))).imag


H_perp = ham(B_e, perp, width)
rate_b = decay_rate(H_perp, BETA)
rate_a = decay_rate(H_perp, ALPHA)
simple_b = 4 * V**2 / gamma
detuning_af = 2e6 * np.pi * (L + 4 * x_e / 3)
simple_a = gamma * V**2 / (detuning_af**2 + gamma**2 / 4)
assert abs(two_state_rate(V_w, 0) / rate_b - 1) < 0.01
# simple forms omit magnetic mixing, finite V/gamma and the 2P3/2 partners
assert abs(simple_b / rate_b - 1) < 0.12
assert abs(simple_a / rate_a - 1) < 0.12
rate_weak = decay_rate(ham(B_e, (10, 0, 0), width), BETA)
weak_formula = 4 * 4.5 * w * (sc.e * a0 * 10 / sc.hbar)**2 / gamma
assert abs(weak_formula / rate_weak - 1) < 0.01


def population(index, time):
    U = expm(-2e6j * np.pi * H_perp * time)
    return np.linalg.norm(U[:, index])**2


# the rate is read after the short initial transient has died out
rate_time = np.log(population(BETA, 5e-8) / population(BETA, 1.5e-7)) / 1e-7
assert abs(rate_time / rate_b - 1) < 0.01
survive_a = population(ALPHA, path / speed)
assert abs(survive_a - np.exp(-rate_a * path / speed)) < 1e-3
survive_b_1mm = population(BETA, 1e-3 / speed)

# ---------- direction controls, same electric field strength ----------
rate_b_para = decay_rate(ham(B_e, para, width), BETA)
rate_f_perp = decay_rate(ham(B_f, perp, width), BETA)
rate_f_para = decay_rate(ham(B_f, para, width), BETA)
assert rate_b > 50 * rate_b_para
assert rate_f_para > 50 * rate_f_perp
assert rate_b > 1000 * rate_a

# ---------- magnetic width at constant weak electric field ----------


def weak_rate(B):
    return decay_rate(ham(B, (10, 0, 0), width), BETA)


peak = minimize_scalar(lambda B: -weak_rate(B), bounds=(500, 650),
                       method='bounded')
half = -peak.fun / 2
fwhm = (brentq(lambda B: weak_rate(B) - half, peak.x, 700)
        - brentq(lambda B: weak_rate(B) - half, 450, peak.x))
fwhm_formula = width / ((2 - w) * muB)
assert abs(fwhm / fwhm_formula - 1) < 0.02
assert abs(peak.x - B_e) < 2

# ---------- proton spin ----------
C = (sc.mu_0 / (4 * np.pi) * 2 * sc.value('Bohr magneton')
     * sc.value('proton g factor') * sc.value('nuclear magneton')
     / (a0**3 * sc.h) * 1e-6)
density0 = R20(0.0)**2 / (4 * np.pi)
A_S, A_P = C / 3, C / 9
H_hf = np.zeros((16, 16), complex)
delta = np.eye(3)
for k in range(3):
    N = np.kron(Lorb[k], I2) - np.kron(Pp, S[k])
    for i in range(3):
        rr = np.zeros((4, 4))
        rr[1:, 1:] = (delta[i, k] * delta + np.outer(delta[i], delta[k])
                      + np.outer(delta[k], delta[i])) / 5
        N = N + 3 * np.kron(rr, S[i])
    contact = 8 * np.pi / 3 * density0 * np.kron(Ps, S[k])
    H_hf += C * np.kron(contact + inv_r3 * N, S[k])


def ham_hf(B, E=(0, 0, 0), decay=0.0):
    return np.kron(ham(B, E, decay), I2) + H_hf


s_zero = np.linalg.eigvalsh(ham_hf(0)[:4, :4])
p_zero = np.linalg.eigvalsh(ham_hf(0)[4:, 4:])
assert abs(s_zero[-1] - s_zero[0] - A_S) < 1e-3
assert abs(p_zero[1] - p_zero[0] - A_P) < 0.1


def gap_hf(B, n):
    """e minus beta in MHz; n=0 is proton spin up, n=1 is down."""
    H = ham_hf(B)
    sv, sw = np.linalg.eigh(H[:4, :4])
    pv, pw = np.linalg.eigh(H[4:, 4:])
    target = np.kron(np.linalg.eigh(ham(B)[2:, 2:])[1][:, 1], I2[n])
    return (pv[np.argmax(abs(target.conj() @ pw))]
            - sv[np.argmax(abs(sw[2 + n]))])


B_hf = [brentq(gap_hf, 450, 700, args=(n,)) for n in (0, 1)]
shift = (A_S + A_P) / 4 / ((2 - w) * muB)
# first-order shift omits second-order hyperfine mixing of a few MHz
assert abs(B_hf[0] - (B_e - shift)) < 5
assert abs(B_hf[1] - (B_e + shift)) < 5
H16 = ham_hf(B_e, perp, width)
rate_b_hf = [decay_rate(H16, 2 + n) for n in (0, 1)]
rate_a_hf = [decay_rate(H16, n) for n in (0, 1)]
for n in (0, 1):
    model = two_state_rate(V_w, 2e6 * np.pi * gap_hf(B_e, n))
    assert abs(model / rate_b_hf[n] - 1) < 0.05
assert min(rate_b_hf) > 300 * max(rate_a_hf)

# ---------- output ----------
print(f"Given 2S1/2-2P1/2 splitting L: {L:.0f} MHz")
print(f"Fine-structure splitting D: {D:.1f} MHz")
print(f"Bohr magneton / h: {muB:.5f} MHz/G")
print(f"Linear estimate of beta-e crossing: {B_lin:.1f} G")
print(f"x at beta-e crossing: {x_e:.1f} MHz")
print(f"Beta-e crossing: {B_e:.1f} G = {B_e*1e-4:.5f} T")
print(f"Common energy there, above 2P1/2 at B=0: {E_e:.1f} MHz")
print(f"Beta-e crossing with actual g_s: {B_gs:.1f} G")
print(f"Crossing shift per MHz of L: {sensitivity:.3f} G/MHz")
print(f"Beta-f crossing: {B_f:.1f} G")
print(f"Alpha-e gap at beta-e crossing: {L+x_e-E_e:.1f} MHz")
print(f"Alpha-f detuning, linear Zeeman: {L+4*x_e/3:.1f} MHz")
print(f"Size of 2s-2p0 dipole integral: {abs(dip):.4f} a0")
print(f"2P decay rate gamma: {gamma:.4e} 1/s")
print(f"2P lifetime: {1e9/gamma:.3f} ns")
print(f"2P natural width gamma/2pi: {width:.2f} MHz")
print(f"Weight w in e at crossing: {w:.4f} (no unit)")
print(f"Magnetic FWHM, formula: {fwhm_formula:.1f} G")
print(f"Magnetic FWHM, diagonalization: {fwhm:.1f} G")
print(f"Chosen atomic speed: {speed:.0f} m/s")
print(f"Chosen path: {path*100:.1f} cm")
print(f"Time on path: {path/speed*1e6:.2f} microseconds")
print(f"Motional electric field: {E_mot:.1f} V/m")
print(f"Coupling V = sqrt(3) e a0 E/hbar: {V:.3e} 1/s")
print(f"V/gamma: {V/gamma:.4f} (no unit)")
print(f"Beta rate, simple formula: {simple_b:.3e} 1/s")
print(f"Beta rate, two-state with w: {two_state_rate(V_w, 0):.3e} 1/s")
print(f"Beta rate, full eight-state: {rate_b:.3e} 1/s")
print(f"Alpha rate, simple formula: {simple_a:.3e} 1/s")
print(f"Alpha rate, full eight-state: {rate_a:.3e} 1/s")
print(f"Beta/alpha rate ratio: {rate_b/rate_a:.0f} (no unit)")
print(f"Beta lifetime: {1e9/rate_b:.1f} ns")
print(f"Alpha lifetime: {1e6/rate_a:.1f} microseconds")
print(f"Beta decay length: {speed/rate_b*1e3:.3f} mm")
print(f"Alpha decay length: {speed/rate_a*100:.1f} cm")
print(f"Beta-start population left after 1 mm: {100*survive_b_1mm:.2f} %")
print(f"Alpha-start population left after path: {100*survive_a:.1f} %")
print(f"Beta rate at beta-e, parallel E: {rate_b_para:.3e} 1/s")
print(f"Beta rate at beta-f, perpendicular E: {rate_f_perp:.3e} 1/s")
print(f"Beta rate at beta-f, parallel E: {rate_f_para:.3e} 1/s")
print(f"Hyperfine constant A_S: {A_S:.1f} MHz")
print(f"Hyperfine constant A_P: {A_P:.1f} MHz")
print(f"First-order hyperfine crossing shift: {shift:.1f} G")
for n, name in enumerate(("up", "down")):
    print(f"Beta-e crossing, proton {name}: {B_hf[n]:.1f} G")
    print(f"Beta rate at centre, proton {name}: {rate_b_hf[n]:.3e} 1/s")
    print(f"Beta decay length, proton {name}: "
          f"{speed/rate_b_hf[n]*1e3:.3f} mm")
    print(f"Alpha rate at centre, proton {name}: {rate_a_hf[n]:.3e} 1/s")
print("all assertions hold")
```

Running it gives:

```
Given 2S1/2-2P1/2 splitting L: 1060 MHz
Fine-structure splitting D: 10949.3 MHz
Bohr magneton / h: 1.39962 MHz/G
Linear estimate of beta-e crossing: 568.0 G
x at beta-e crossing: 804.6 MHz
Beta-e crossing: 574.9 G = 0.05749 T
Common energy there, above 2P1/2 at B=0: 255.4 MHz
Beta-e crossing with actual g_s: 574.6 G
Crossing shift per MHz of L: 0.549 G/MHz
Beta-f crossing: 1200.3 G
Alpha-e gap at beta-e crossing: 1609.2 MHz
Alpha-f detuning, linear Zeeman: 2132.8 MHz
Size of 2s-2p0 dipole integral: 3.0000 a0
2P decay rate gamma: 6.2683e+08 1/s
2P lifetime: 1.595 ns
2P natural width gamma/2pi: 99.76 MHz
Weight w in e at crossing: 0.6981 (no unit)
Magnetic FWHM, formula: 54.7 G
Magnetic FWHM, diagonalization: 54.8 G
Chosen atomic speed: 8000 m/s
Chosen path: 5.0 cm
Time on path: 6.25 microseconds
Motional electric field: 459.9 V/m
Coupling V = sqrt(3) e a0 E/hbar: 6.404e+07 1/s
V/gamma: 0.1022 (no unit)
Beta rate, simple formula: 2.617e+07 1/s
Beta rate, two-state with w: 2.872e+07 1/s
Beta rate, full eight-state: 2.872e+07 1/s
Alpha rate, simple formula: 1.431e+04 1/s
Alpha rate, full eight-state: 1.475e+04 1/s
Beta/alpha rate ratio: 1947 (no unit)
Beta lifetime: 34.8 ns
Alpha lifetime: 67.8 microseconds
Beta decay length: 0.279 mm
Alpha decay length: 54.2 cm
Beta-start population left after 1 mm: 3.19 %
Alpha-start population left after path: 91.2 %
Beta rate at beta-e, parallel E: 2.475e+05 1/s
Beta rate at beta-f, perpendicular E: 5.770e+04 1/s
Beta rate at beta-f, parallel E: 3.371e+07 1/s
Hyperfine constant A_S: 177.6 MHz
Hyperfine constant A_P: 59.2 MHz
First-order hyperfine crossing shift: 32.5 G
Beta-e crossing, proton up: 539.5 G
Beta rate at centre, proton up: 1.001e+07 1/s
Beta decay length, proton up: 0.799 mm
Alpha rate at centre, proton up: 1.407e+04 1/s
Beta-e crossing, proton down: 606.6 G
Beta rate at centre, proton down: 1.140e+07 1/s
Beta decay length, proton down: 0.702 mm
Alpha rate at centre, proton down: 1.549e+04 1/s
all assertions hold
```
